# Why a weakened Delta1 contact lowers tunnel magnetoresistance

**Q:** My iron/magnesium-oxide junctions lose magnetoresistance when an iron-oxide layer forms at one interface. One proposed explanation is that the layer weakens the majority $\Delta_1$ coupling. Why should one weaker bond matter so much, when it makes the whole junction more resistive anyway?

**A:** Because the bond belongs to a channel that carries current in only one magnetic alignment. Consider electrons travelling along the junction normal, with transverse wave vector $\mathbf k_\parallel=0$. A $\Delta_1$ state is unchanged by the fourfold rotations about the normal. The $\Delta_5$ states form a pair that transforms like $x$ and $y$. If the whole junction, interfaces included, keeps this fourfold symmetry and spin-orbit coupling is neglected, the two symmetries do not mix. I therefore model each by its own one-dimensional chain.

Of these two symmetries, I assume that majority leads have both at the Fermi energy and minority leads have only $\Delta_5$. Iron's bands of other symmetries are left out. Transport is coherent, without spin flips, at zero temperature and vanishing bias. A $\Delta_1$ electron then finds propagating states in both leads when the magnetizations are parallel. In the antiparallel alignment one of the two leads is closed to it. Weakening its contact therefore changes the parallel conductance $G_P$, lowering it except when a contact already stronger than the best value for transmission is weakened only moderately, and leaves the antiparallel conductance $G_{AP}$ unchanged. In this model the oxide layer does nothing except multiply the $\Delta_1$ hopping at the left interface by $\lambda<1$. That reduction is an input; the model finds its consequence.

**Q:** Then the transmission should fall as $\lambda^2$, since a hopping amplitude enters squared. Is that the loss?

**A:** It is when repeated passages between the lead and the barrier are negligible, as at a weak contact. In general they interfere with the first entry, so we must solve the scattering problem.

Measure energies from the Fermi energy. Let the lead and barrier site energies be $e$ and $e_b$, with hoppings $-t$ and $-t_b$. The interface hoppings are $-v_L$ and $-v_R$, and the barrier occupies sites $1$ to $N$. At the Fermi energy, plane waves in the lead and exponentials in the barrier require

$$e=2t\cos k,\qquad e_b=2t_b\cosh\kappa .$$

The lead band is $E(k)=e-2t\cos k$, with velocity proportional to $2t\sin k$. A wave $e^{ikn}$ with $0<k<\pi$ therefore moves to the right. If $e>2t$, no real $k$ exists and the state decays. This is the minority $\Delta_1$ case.

On the left, write $\psi_n=e^{ik_Ln}+re^{-ik_Ln}$ for $n\le0$. The equation at site 0 is $e\psi_0-t\psi_{-1}-v_L\psi_1=0$. Inserting $e=t(e^{ik_L}+e^{-ik_L})$ gives

$$t(e^{ik_L}+re^{-ik_L})=v_L\psi_1 .$$

Solving for $r$ and using $\psi_0=1+r$,

$$\psi_0=1-e^{2ik_L}+\frac{v_L}{t}e^{ik_L}\psi_1
=-2i\sin k_L\,e^{ik_L}+\frac{v_L}{t}e^{ik_L}\psi_1 .$$

Put this into the equation at site 1, $e_b\psi_1-t_b\psi_2-v_L\psi_0=0$, and divide by $t_b$:

$$(2\cosh\kappa-p_L)\psi_1-\psi_2=J,$$

$$p_L=\frac{v_L^2}{t\,t_b}e^{ik_L},\qquad
J=-2i\frac{v_L}{t_b}\sin k_L\,e^{ik_L}.$$

Here $J$ is the incoming source and $p_L$ describes the effect of the lead on the barrier's end site.

On the right, let $\psi_{N+1}=\tau$ and $\psi_{N+2}=\tau e^{ik_R}$. The equation at site $N+1$ gives $te^{-ik_R}\tau=v_R\psi_N$, so $\tau=(v_R/t)e^{ik_R}\psi_N$. The equation at site $N$ becomes $(2\cosh\kappa-p_R)\psi_N=\psi_{N-1}$, with $p_R$ defined like $p_L$.

**Q:** How do you connect the two ends?

**A:** Define $S_m=\sinh(m\kappa)/\sinh\kappa$. It obeys $S_{m+1}+S_{m-1}=2\cosh\kappa\,S_m$, the same recurrence as the barrier amplitudes. The solution that satisfies the right-hand condition is

$$\psi_j=\psi_N\,(S_{N+1-j}-p_RS_{N-j}).$$

At $j=N$ it gives $\psi_N$, because $S_1=1$ and $S_0=0$. At $j=N-1$ it gives $(2\cosh\kappa-p_R)\psi_N$, as required. Continuing the recurrence to $j=0$ turns $2\cosh\kappa\,\psi_1-\psi_2$ into $\psi_N(S_{N+1}-p_RS_N)$. The left-hand condition then reads $J=D\psi_N$, where

$$D=S_{N+1}-(p_L+p_R)S_N+p_Lp_RS_{N-1}.$$

Transmission is the ratio of outgoing to incoming flux. The lead hoppings are equal, so

$$T=|\tau|^2\frac{\sin k_R}{\sin k_L}
=\frac{v_R^2}{t^2}\,\frac{4v_L^2\sin^2k_L}{t_b^2|D|^2}\,\frac{\sin k_R}{\sin k_L}
=\frac{4\,\mathrm{Im}\,p_L\,\mathrm{Im}\,p_R}{|D|^2}.$$

For a thick barrier, $S_m\simeq e^{m\kappa}/(2\sinh\kappa)$. The denominator then factorizes:

$$D\simeq\frac{e^{(N+1)\kappa}}{2\sinh\kappa}
(1-p_Le^{-\kappa})(1-p_Re^{-\kappa}).$$

Consequently,

$$T\simeq B_LB_Re^{-2\kappa(N+1)},\qquad
B=\frac{4\sinh\kappa\,\mathrm{Im}\,p}{|1-pe^{-\kappa}|^2}.$$

The neglected terms are smaller by a relative factor of order $e^{-2\kappa(N+1)}$ at fixed contacts.

**Q:** So where is the oxide layer in this formula?

**A:** In the left factor alone. Let $v$ be the clean $\Delta_1$ interface hopping and define $s=v^2e^{ik-\kappa}/(t\,t_b)$. Replacing $v$ by $\lambda v$ multiplies both $p_L$ and $s$ by $\lambda^2$. The fraction of $\Delta_1$ transmission that remains is

$$R(\lambda)=\lambda^2\frac{|1-s|^2}{|1-\lambda^2s|^2}.$$

To see what $s$ means, make the barrier semi-infinite, so that $\psi_2=e^{-\kappa}\psi_1$. Since $2\cosh\kappa-e^{-\kappa}=e^\kappa$, the site-1 equation gives $\psi_1=e^{-\kappa}J/(1-s)$. For $|s|<1$, the expansion $1+s+s^2+\cdots$ adds repeated excursions into the lead and back. For $|s|\ll1$ these are negligible and your $\lambda^2$ law follows. If both interfaces are weakened equally, the thick-barrier factor is $R^2$.

**Q:** Does a weaker bond always reduce the transmission?

**A:** No. Set $x=\lambda^2$. Apart from the constant $|1-s|^2$,

$$R\propto f(x)=\frac{x}{1-2x\,\mathrm{Re}\,s+x^2|s|^2},$$

$$f'(x)=\frac{1-x^2|s|^2}{(1-2x\,\mathrm{Re}\,s+x^2|s|^2)^2}.$$

For a thick barrier with $|s|\le1$, every reduction below $\lambda=1$ lowers the transmission. This holds whenever $v^2\le t\,t_b$, because then $|s|\le e^{-\kappa}<1$. If $|s|>1$, the clean contact is overcoupled: the transmission first rises and peaks at $\lambda=|s|^{-1/2}$. Also, $f(x)=f(1/(x|s|^2))$, so it falls below its clean value once $\lambda<1/|s|$.

**Q:** How does $R$ enter the magnetoresistance I measure?

**A:** I use $M=(G_P-G_{AP})/G_{AP}$, with conductances in units of $e^2/h$. Let $T_1$ be the clean majority $\Delta_1$ transmission, and let arrows label the band type in the left and right leads. I keep one of the two $\Delta_5$ partners:

$$G_P=R\,T_1+T_5^{\uparrow\uparrow}+T_5^{\downarrow\downarrow},\qquad
G_{AP}=T_5^{\uparrow\downarrow}+T_5^{\downarrow\uparrow}.$$

Dividing by $G_{AP}$ gives

$$M(\lambda)=M_5+R(\lambda)\frac{T_1}{G_{AP}},$$

where $M_5$ is the magnetoresistance of $\Delta_5$ alone. For a thick barrier, the common exponential cancels:

$$M_5=\frac{B_\uparrow^2+B_\downarrow^2-2B_\uparrow B_\downarrow}{2B_\uparrow B_\downarrow}
=\frac{(B_\uparrow-B_\downarrow)^2}{2B_\uparrow B_\downarrow}.$$

The loss is

$$M(1)-M(\lambda)=[1-R(\lambda)]\frac{T_1}{G_{AP}}.$$

Including the second, identical $\Delta_5$ partner would leave $M_5$ unchanged and halve $T_1/G_{AP}$.

**Q:** Put numbers in. Suppose the bond is halved.

**A:** I take round parameters, not a fit to iron. Energies are in hartree, and the barrier has $N=6$ sites.

- $\Delta_1$: $t=t_b=v=0.05$ and $e_b=0.12$, with $e=0.05$ for majority and $0.15$ for minority.
- $\Delta_5$: $t=t_b=v=0.02$ and $e_b=0.06$, with $e=-0.02$ for majority and $0.02$ for minority.

The minority $\Delta_1$ band starts at $0.15-2(0.05)=0.05$, above the Fermi energy. For majority $\Delta_1$, $\cos k=0.5$ and $\cosh\kappa=1.2$, so $\kappa=0.622$ and $s=0.268+0.465i$. Thus

$$|1-s|^2=0.7513,\qquad |1-s/4|^2=0.8838,$$

$$R(0.5)=0.25\times\frac{0.7513}{0.8838}=0.2125.$$

This is below $\lambda^2=0.25$ because the excursions help the clean contact more than the weakened one.

The $\Delta_1$ interface factor is $B=3.058$, which gives

$$T_1\simeq(3.058)^2e^{-2(0.6224)(7)}=1.54\times10^{-3}.$$

For $\Delta_5$, $\kappa=0.962$, $B_\uparrow=2.535$ and $B_\downarrow=5.070$. Hence $M_5=0.25$ and $G_{AP}=3.62\times10^{-5}$. Solving the linear scattering equations at finite thickness gives $T_1/G_{AP}=42.50$ and $R(0.5)=0.2126$. Therefore

$$M(1)\simeq0.25+42.50=42.75,$$

$$M(0.5)\simeq0.25+0.2126\times42.50=9.29.$$

The magnetoresistance falls from about 4280% to 929%, a relative loss of 78%. A numerical root search shows that $\lambda=0.726$ already halves it. With the $\Delta_1$ bond cut completely, the 25% $\Delta_5$ background remains.

**Q:** Would a thicker barrier hide the damage?

**A:** Not in this model. Let $\rho=T_1/G_{AP}$. The surviving fraction is

$$\frac{M(\lambda)}{M(1)}=\frac{M_5+R\rho}{M_5+\rho}
=R+(1-R)\frac{M_5}{M_5+\rho}.$$

For a thick barrier, $\rho$ grows as $e^{2(\kappa_5-\kappa_1)(N+1)}$, where $\kappa_1$ and $\kappa_5$ are the two decay constants. Here $\kappa_5>\kappa_1$, so the fraction tends to $R$. For $\lambda=0.5$ it is 0.232 at four sites, 0.217 at six and 0.213 at twelve. Thickness raises both magnetoresistances but does not restore the lost fraction. This rests on perfect symmetry filtering. If $\Delta_1$ and $\Delta_5$ mix even weakly at the other interface, the slowly decaying $\Delta_1$ channel eventually dominates $G_{AP}$ as well as $G_P$. Both then carry the same factor $R$, the magnetoresistance stops growing with thickness, and the surviving fraction tends toward one.

**Q:** How can I tell selective $\Delta_1$ weakening from an interface that is simply worse for everything?

**A:** If the only changes are in the coherent interface bonds, compare the two conductances, not just their ratio. At $\lambda=0.5$, $G_P$ falls from $1.58\times10^{-3}$ to $3.72\times10^{-4}$, while $G_{AP}$ stays at $3.62\times10^{-5}$. If the $\Delta_5$ bond of this example is weakened as well, $G_{AP}$ falls too, because its clean contacts have $|s|<1$.

Halving only the left $\Delta_5$ hopping raises the magnetoresistance to about 15,300%, because the antiparallel current is reduced. Halving the left $\Delta_1$ and the left $\Delta_5$ hoppings together gives about 3260%. The cancellation is incomplete because the contacts have different return amplitudes $s$. Halving the left hopping leaves 0.213 of the $\Delta_1$ transmission. For the antiparallel $\Delta_5$ transmission it leaves 0.209 when the left lead is minority, but 0.346 when it is majority. The mismatch thus comes mainly from the majority $\Delta_5$ contact, where $\mathrm{Re}\,s<0$. With every clean interface hopping first reduced tenfold, all these contacts follow nearly the same $\lambda^2$ law. Halving both left hoppings then changes the magnetoresistance only from 2079% to 2071%. A common weakening is therefore nearly harmless only when the contacts are already weak. For the stronger contacts of the main example it has a cost of its own: 24% of the magnetoresistance when both left bonds are halved, and about half when every bond is reduced tenfold (4280% to 2079%). Selectivity is what raises the loss from 24% to 78% at $\lambda=0.5$.

An ordinary resistance in series with the junction is harder to tell apart. It adds the same amount to $1/G_P$ and $1/G_{AP}$, so it mainly reduces the larger conductance, $G_P$. If it lowers the clean $G_P$ to the same $3.72\times10^{-4}$, $G_{AP}$ falls only to $3.37\times10^{-5}$, and the magnetoresistance is about 1005%. Series resistance must therefore be measured or excluded separately.

**Q:** Could an oxidized interface ever pass more $\Delta_1$ current?

**A:** It can if the clean contact is overcoupled. Raising the clean $\Delta_1$ hopping at both interfaces to $0.09$ hartree gives $|s|=1.739$. For a ten-site barrier, the best left factor is $\lambda=0.758$, and the transmission there is 1.31 times its clean value. By the thick-barrier formula, the gain is gone once $\lambda<1/1.739=0.575$. With $G_{AP}$ unchanged, a gain in $\Delta_1$ transmission raises the magnetoresistance.

**Q:** Real junctions collect electrons at many transverse wave vectors. Does the loss survive that sum?

**A:** For the $\Delta_1$ part I can test a simple-cubic orbital. Its lead and barrier site energies rise by $2tw$ and $2t_bw$, with $w=2-\cos k_x-\cos k_y$ and $k_x,k_y$ in inverse lattice spacings. Then $\cosh\kappa=1.2+w$, so thicker barriers favour $\mathbf k_\parallel=0$. The minority band remains closed because $e/(2t)=1.5+w>1$.

Summing transmissions on a uniform transverse grid gives retained fractions of 0.194, 0.203 and 0.208 for 6, 12 and 24 sites at $\lambda=0.5$. They approach the normal-incidence value of 0.2125. This sum does not give the full magnetoresistance, since $\Delta_5$ was not summed and real bands can mix symmetries away from normal incidence.

**Q:** Then does a low magnetoresistance prove that my oxide weakened the $\Delta_1$ bond?

**A:** No. At fixed $G_P$, a larger $G_{AP}$ also lowers $M$. Disorder or spin flips could open such a path, and an oxide could also change interface moments or create resonances; none of these is in the model. A reduced $G_P$ with nearly unchanged $G_{AP}$, at the same barrier thickness, would be consistent with selective $\Delta_1$ weakening. It would not by itself identify the cause, since a series resistance can look much the same. Nor must selective weakening leave $G_{AP}$ unchanged in a real junction: if the symmetries mix at the other interface, $\Delta_1$ electrons also contribute to $G_{AP}$, and weakening their bond can lower it too.

All numerical values are calculated from the stated model.
